\section*{Radical recombination probability from film penetration in a cylindrical hole}

\section{The problem}

A long cylindrical hole of diameter $d$ is coated by plasma-assisted atomic layer deposition. In every cycle a precursor first covers the whole wall with a fresh layer of reactive sites. Radicals from a plasma then enter at the mouth for an exposure time $t$ and convert sites into film. A radical that hits the wall may also recombine into an inert molecule, with probability $r$ per collision.

The film is thick near the mouth and vanishes far inside. Let $z_{1/2}$ be the depth at which half of the sites are converted. Experiments at several exposure times, with everything else held fixed, give
\begin{equation}
S\equiv\frac{dz_{1/2}}{d\ln t}=20\,d .
\label{eq:data}
\end{equation}
What is $r$, and how far can the answer be trusted for a real pore?

\section{A tempting solution}

The hole is one diameter wide, so a radical should hit the wall about once for each diameter that it advances. After a depth $z$ it has made $z/d$ collisions and survives with probability $(1-r)^{z/d}\approx e^{-rz/d}$. Converting half of the sites takes a fixed number of radicals per area, so at the front
\begin{equation}
t\,e^{-rz_{1/2}/d}=\text{const}
\quad\Rightarrow\quad
S=\frac{d}{r}
\quad\Rightarrow\quad
r=\frac1{20}=0.05 .
\end{equation}

The logarithmic growth is sound, but the collision count is not. The wall sends a radical back toward the mouth as readily as forward, so its net advance is much shorter than its path. The count has to come from a random walk.

\section{The random walk along the hole}

Assume that radicals do not collide in the gas and that they leave the wall by the cosine law. The probability of flying from one wall point to an area $dA'$ at distance $\rho$ is $\cos\alpha\cos\alpha'\,dA'/(\pi\rho^2)$, with both angles measured from the wall normals.

Let $a=d/2$, and let the two points differ by $\xi$ along the axis and by $\varphi$ around it. The chord across the hole is $c=2a\sin(\varphi/2)$, so $\rho^2=\xi^2+c^2$. The separation has the component $a(1-\cos\varphi)=2a\sin^2(\varphi/2)$ along each normal, which gives $\cos\alpha=\cos\alpha'=2a\sin^2(\varphi/2)/\rho$. With $dA'=a\,d\varphi\,d\xi$ the distribution of axial jumps is
\begin{equation}
K(\xi)=\int_0^{2\pi}\frac{4a^3\sin^4(\varphi/2)}{\pi(\xi^2+c^2)^2}\,d\varphi .
\label{eq:K}
\end{equation}

The moments follow by integrating over $\xi$ first. The substitution $\xi=c\tan\psi$ gives
\begin{equation}
\int_{-\infty}^{\infty}\!\frac{d\xi}{(\xi^2+c^2)^2}=\frac{\pi}{2c^3},
\qquad
\int_{-\infty}^{\infty}\!\frac{\xi^2\,d\xi}{(\xi^2+c^2)^2}=\frac{\pi}{2c}.
\end{equation}
Inserting $c=2a\sin(\varphi/2)$,
\begin{align}
\int K\,d\xi&=\frac14\int_0^{2\pi}\sin\frac{\varphi}{2}\,d\varphi=1,\\
\langle\xi^2\rangle&=a^2\int_0^{2\pi}\sin^3\frac{\varphi}{2}\,d\varphi
=\frac{8a^2}{3}=\frac{2d^2}{3}.
\label{eq:jump}
\end{align}

Every radical lands somewhere, as it must, and the root-mean-square jump is $0.82\,d$. Successive jumps are independent and have zero mean, so their squares add. Twenty flights therefore carry a radical only about $\sqrt{20\cdot2/3}\,d=3.7\,d$ from its start. A root-mean-square distance of $20\,d$ takes $400/(2/3)=600$ flights. This is the fault in the tempting solution.

To turn jumps into a diffusion coefficient we need the collision rate. With radical density $n$ and mean speed $v$, the flux onto the wall is $nv/4$. A unit length of hole has wall area $\pi d$ and holds $n\pi d^2/4$ radicals, so each radical collides at the rate
\begin{equation}
\frac{(nv/4)\,\pi d}{n\pi d^2/4}=\frac vd ,
\qquad\text{hence}\qquad
D=\frac12\cdot\frac{2d^2}{3}\cdot\frac vd=\frac{dv}{3}.
\end{equation}

\section{The front}

\subsection{Balance of radicals and sites}

Let $\theta(z,t)$ be the converted fraction of sites, $s$ the probability that a radical reacts when it hits an open site, and $N_0$ the number of radicals consumed per area up to saturation. Take $r$ to be the same on open and converted wall, and let $r,s\ll1$, so that the density varies little over one jump. The gas adjusts to the slowly changing wall almost at once, so diffusion balances wall loss:
\begin{equation}
D\,n''=\frac vd\,[\,r+s(1-\theta)\,]\,n
\quad\Rightarrow\quad
n''=\frac{3}{d^2}\,[\,r+s(1-\theta)\,]\,n .
\label{eq:balance}
\end{equation}
A prime means $d/dz$. On fully converted wall the solution that decays inward is $n\propto e^{-z/\lambda}$ with
\begin{equation}
\lambda=\frac{d}{\sqrt{3r}} .
\label{eq:lambda}
\end{equation}

It is natural to set $S=\lambda$, but open sites near the front also consume radicals, and their effect on the slope has to be worked out. With the wall flux $\Phi=nv/4$, the sites obey
\begin{equation}
N_0\frac{\partial\theta}{\partial t}=s\,\Phi\,(1-\theta)
\quad\Rightarrow\quad
\theta=1-e^{-U},\qquad
U(z,t)=\frac{s}{N_0}\int_0^t\Phi\,dt' .
\label{eq:sites}
\end{equation}

\subsection{Removing time}

Multiply (\ref{eq:balance}) by $sv/(4N_0)$ and integrate over the exposure. The left side becomes $U''$ and the recombination term becomes $rU$. In the last term, $(s\Phi/N_0)(1-\theta)$ is $\partial\theta/\partial t$ by (\ref{eq:sites}), so its integral is $\theta$. Thus
\begin{equation}
U''=\frac{3}{d^2}\left[\,rU+s\,(1-e^{-U})\,\right],
\qquad
U(0)=u_0=\frac{s\,\Phi_0\,t}{N_0},
\label{eq:U}
\end{equation}
where $\Phi_0$ is the steady flux at the mouth. Time now enters only through the boundary value $u_0$.

Multiply by $2U'$ and integrate from $z$ to infinity, where $U$ and $U'$ vanish in a deep hole:
\begin{equation}
U'^2=\frac{3}{d^2}\left[\,rU^2+2s\,(U-1+e^{-U})\,\right].
\end{equation}
$U$ falls with depth, so $U'$ is the negative root. Half conversion means $e^{-U}=1/2$, or $U=\ln2$, and therefore
\begin{equation}
z_{1/2}=\frac{d}{\sqrt3}\int_{\ln 2}^{u_0}
\frac{dU}{\sqrt{rU^2+2s(U-1+e^{-U})}} .
\label{eq:depth}
\end{equation}

Only the upper limit depends on time, and $du_0/d\ln t=u_0$. Hence
\begin{equation}
S=\frac{d}{\sqrt3}\,\frac{u_0}{\sqrt{ru_0^2+2s(u_0-1+e^{-u_0})}} .
\end{equation}
Squaring and solving for $r$ gives
\begin{equation}
r=\frac{d^2}{3S^2}-\delta,\qquad
\delta=\frac{2s\,(u_0-1+e^{-u_0})}{u_0^2}.
\label{eq:invert}
\end{equation}

For $u_0\gg1$ the correction is $\delta\approx2s/u_0=2N_0/(\Phi_0t)$. It does not contain $s$, and it vanishes at long exposure. In that limit $S=\lambda$, and the data (\ref{eq:data}) give
\begin{equation}
r=\frac{1}{3\cdot20^2}=8.33\times10^{-4}.
\label{eq:answer}
\end{equation}

This is sixty times smaller than the tempting value. A radical that could not escape through the mouth would make on average $1/r=1200$ wall collisions before recombining. Conversely, for $r=0.05$ equation (\ref{eq:lambda}) gives $\lambda=d/\sqrt{0.15}=2.6\,d$ instead of $20\,d$. That value holds only roughly, and only for the first several diameters: the larger $r$ is, the sooner the rare long flights discussed below outrun the exponential and raise the slope. A measured slope should therefore be read together with the depth of the front.

\subsection{When is the exposure long?}

For $u_0\gg1$ define the time at which $\delta=r$:
\begin{equation}
t^*=\frac{2N_0}{r\Phi_0},\qquad S=\frac{\lambda}{\sqrt{1+t^*/t}} .
\end{equation}
Put $t=t^*\sinh^2w$. Then $d\ln t=2\coth w\,dw$ and $\sqrt{1+t^*/t}=\coth w$, so $dz_{1/2}=2\lambda\,dw$. Between two exposures the front advances by
\begin{equation}
\Delta z_{1/2}=2\lambda\left[\operatorname{arsinh}\sqrt{t_2/t^*}
-\operatorname{arsinh}\sqrt{t_1/t^*}\right].
\label{eq:asinh}
\end{equation}

For $t\gg t^*$, $\operatorname{arsinh}y\approx\ln 2y$ gives $\Delta z_{1/2}=\lambda\ln(t_2/t_1)$: recombination on the coated wall sets the pace. For $t\ll t^*$ each term becomes $2\lambda\sqrt{t/t^*}=d\sqrt{2\Phi_0t/(3N_0)}$. Here $r$ has dropped out, because the wall takes up far more radicals at sites than by recombination, and such data say nothing about recombination. This second regime also needs $u_0=(2s/r)(t/t^*)\gg1$, so it exists only if $s\gg r$.

\section{A pore with numbers}

Take oxygen atoms in a pore with $d=100$ nm and a depth of 20000 nm, at 473 K and 50 mTorr. Let the atom density at the mouth be $10^{14}$ cm$^{-3}$, $N_0=10^{15}$ cm$^{-2}$ and $s=0.01$. The mean speed is $v=791$ m/s, so
\begin{align}
\Phi_0&=\tfrac14\,(10^{14})(7.91\times10^{4})
=1.98\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1},\\
t^*&=\frac{2\times10^{15}}{(8.33\times10^{-4})(1.98\times10^{18})}=1.21\ \text{s}.
\end{align}

Let the exposure rise by one e-fold, from 20.0 s to 54.4 s. These times are well above $t^*$, and $u_0$ runs from 396 to 1075. With $r$ from (\ref{eq:answer}) as input, (\ref{eq:depth}) puts the front at $81.72\,d$ and then at $101.35\,d$. The gain is $19.6\,d$, slightly less than $\lambda=20\,d=2000$ nm, because sites still consume some radicals.

A separate calculation stepped (\ref{eq:balance}) and (\ref{eq:sites}) forward in time without using (\ref{eq:U}). It gave the same two depths to the digits quoted. Formula (\ref{eq:invert}), applied to its gain with $\delta$ taken at the middle exposure of 33.0 s, returned $r=8.35\times10^{-4}$, within 0.2\,\% of the input.

\subsection{Correcting the measured slope}

Suppose that the slope of exactly 20 diameters was measured in this window.

\textbf{Sites.} At 33.0 s, $\delta=3.06\times10^{-5}$, and (\ref{eq:invert}) lowers the result to $8.03\times10^{-4}$.

\textbf{Narrowing.} A measurable film needs many cycles, and the film narrows the hole. With 30 cycles of 0.10 nm each, the diameter at the start of a cycle averages 97.1 nm. Each cycle adds a film profile whose depth scales with the current diameter, so the mean diameter replaces $d$ in (\ref{eq:invert}), while $S$ stays at 2000 nm:
\begin{equation}
r=(0.971)^2(8.33\times10^{-4})-3.06\times10^{-5}=7.55\times10^{-4}.
\end{equation}
Using the mean is an approximation. It was tested by adding the 30 profiles and reading $r$ from the summed film, which returned the input within 1\,\%. That sum still treats the hole as uniform within each cycle, whereas the real hole is narrowed only behind the front.

\subsection{Where diffusion itself fails}

For $\xi\gg d$ the denominator in (\ref{eq:K}) becomes $\pi\xi^4$. Since $\int_0^{2\pi}\sin^4(\varphi/2)\,d\varphi=3\pi/4$,
\begin{equation}
K(\xi)\approx\frac{3a^3}{\xi^4}=\frac{3d^3}{8\,\xi^4}.
\end{equation}
Long flights are rare, but their number falls as a power of distance. The open mouth illuminates the wall like a uniformly emitting wall continued outside the hole, so the flux arriving directly at depth $z$ is $\Phi_0\int_z^\infty K\,d\xi\approx\Phi_0d^3/(8z^3)$. Any exponential eventually drops below this, so the law $e^{-z/\lambda}$ cannot hold at all depths. It fails well before that crossing. At $z=200\,d$ the direct flux is only $1.6\times10^{-8}\,\Phi_0$ against $e^{-10}=4.5\times10^{-5}$, but each radical that lands there goes on to make about $1/r=1200$ collisions. This lifts its share to about $2\times10^{-5}$, comparable with the exponential.

To size the effect, the diffusion term was replaced by the full sum over flights with distribution $K$, keeping $r$, $s$ and the exposures. On fully converted wall the local decay length is then $20.1\,d$ at a depth of $50\,d$, $20.6\,d$ at $100\,d$ and $27.7\,d$ at $200\,d$. For this $r$, equation (\ref{eq:lambda}) is thus good to a few per cent from beyond the first few diameters down to about 100 diameters, and poor at 200. Right behind the mouth the flux falls somewhat faster than the equation says.

With sites included, the front gains $20.0\,d$ in the same window, against $19.6\,d$ from diffusion. Reading this gain with (\ref{eq:invert}) gives $8.00\times10^{-4}$, which is 4\,\% below the $r$ put in. Long flights thus raise the slope while open sites lower it, and here the two effects nearly cancel. The cancellation belongs to these depths and exposures and is no general rule. If the same relative flight error applies in the narrowed hole, which was not computed, the estimate rises from $7.55\times10^{-4}$ to about $7.9\times10^{-4}$.

\section{The model beside a real pore}

The temperature, pressure, pore size, atom density, $N_0$, $s$ and growth per cycle are round values assumed for illustration. Several neglected effects are small for these numbers:
\begin{itemize}
\item The gas mean free path is about $1.8\times10^{6}$ nm, some 18000 pore diameters, so gas collisions inside the pore do not matter.
\item Diffusion to the front takes about $4\times10^{-6}$ s, which justifies the steady balance (\ref{eq:balance}).
\item Reflection from the bottom changes the density at the later front by a relative amount well below $e^{-2(200-101)/20}\approx5\times10^{-5}$. That is the diffusion estimate for a fully converted wall. Long flights, among them those from the mouth straight to the bottom, would raise it to about $2\times10^{-4}$ on such a wall. The open sites beyond the front absorb radicals more strongly and bring the change in the dose at the front down to a few parts in $10^{6}$.
\end{itemize}

Other effects matter more. Since $r=d^2/(3S^2)$ at long exposure, a slope 5\,\% larger lowers $r$ by 9\,\%, and a diameter 5\,\% smaller at the same $S$ in nm lowers it by 10\,\%. A tapered pore therefore needs its local diameter, and even that is not enough. The diffusion coefficient times the cross-section scales as $d^3$, so a changing diameter adds the term $3(d'/d)\,n'$ to the left side of the second form of (\ref{eq:balance}), which also shifts the slope: a taper of 5\,\% over 100 diameters moves the $r$ read with the local diameter by about 2\,\%. If recombination is thermally activated with 0.05 eV, an assumed value, a wall 20 K hotter has an $r$ about 5\,\% larger. The cosine law is also an assumption. A specular reflection repeats the previous axial jump, so a specular fraction $\sigma$ multiplies $D$, and the $r$ inferred from the same slope, by $(1+\sigma)/(1-\sigma)$, about 10\,\% for $\sigma=0.05$. Ions and ultraviolet light, which may drive reactions near the mouth, and an $r$ that differs between open and coated wall are left out and were not sized.

Within these limits the pore calls for $r\approx8\times10^{-4}$, and the third digit of (\ref{eq:answer}) carries no information about a real wall. The result also fixes the cost of depth: while $t\gg t^*$ and the front is no deeper than about 100 diameters, ten further diameters multiply the exposure by $e^{10/20}=1.65$. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
observed slope: 20.0 diameters per e-fold
inferred r, long-exposure law: 8.333e-04
hole diameter: 100 nm
hole depth: 20000 nm
decay length: 2000 nm
temperature: 473 K
pressure: 50 mTorr
O atom density at mouth: 1.0e+14 cm^-3
sites, as O atoms consumed: 1.0e+15 cm^-2
reaction probability s: 0.010
mean O atom speed: 791.2 m/s
O atom flux at mouth: 1.978e+18 cm^-2 s^-1
jump distribution norm: 1.000000
mean square jump: 0.666667 diameters^2
Knudsen diffusion coefficient: 0.2637 cm^2/s
crossover time t*: 1.213 s
exposure, early / middle / late: 20.0 / 33.0 / 54.4 s
mouth dose u, early / middle / late: 395.6 / 652.2 / 1075.3
depth, early, time-stepped: 81.72 diameters
depth, early, integral: 81.72 diameters
depth, late, time-stepped: 101.35 diameters
depth, late, integral: 101.35 diameters
slope, time-stepped: 19.628 diameters per e-fold
slope, closed formula: 19.642 diameters per e-fold
depth gain, asinh law: 19.628 diameters
slope at dose u = 1e6: 19.9998 diameters per e-fold
r recovered from time-stepped slope: 8.346e-04
depth, early, free flight: 80.78 diameters
depth, late, free flight: 100.81 diameters
slope, free flight: 20.028 diameters per e-fold
r read from free-flight slope: 8.004e-04
same, node spacing doubled: 8.016e-04
relative error of that reading: -3.95 %
local decay length at 50 diameters: 20.10 diameters
local decay length at 100 diameters: 20.57 diameters
local decay length at 200 diameters: 27.66 diameters
site-consumption term at middle time: 3.062e-05
r after site correction: 8.027e-04
cycles: 30, growth per cycle: 0.10 nm
mean diameter over cycles: 97.1 nm
slope with narrowing: 19.072 diameters per e-fold
r recovered from narrowed film: 8.334e-04
r after site and narrowing corrections: 7.551e-04
collision diameter: 0.35 nm
gas mean free path: 1.80e+06 nm
Knudsen number: 1.80e+04
diffusion time to late depth: 3.89e-06 s
bottom reflection at late front: 5.2e-05 (relative)
activation energy assumed: 0.05 eV
change of r for wall 20 K hotter: 5.1 %
change of inferred r for slope 5 % larger: -9.3 %
\end{verbatim}
